# Uniform Density Scaling of Short-Range Exact Exchange: verification in Python

```python
"""
Result under test: for the uniformly scaled density
    n_lam(r) = lam^3 n(lam r)
short-range exact exchange obeys
    E_SR[n_lam; omega] = lam * E_SR[n; omega/lam].
E_SR uses the kernel erfc(omega s)/s, s = distance between two points,
omega = screening parameter (inverse length), lam = scaling factor.
Atomic units inside the program; eV and angstrom in the printed output.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.special import erfc
from pyscf import gto, scf, dft

EV = constants.physical_constants["Hartree energy in eV"][0]
BOHR = constants.physical_constants["Bohr radius"][0] * 1e10
SQRT_PI = np.sqrt(np.pi)


# ---- Kohn-Sham orbitals of a scaled density, on one fixed radial grid ----
def radial_levels(lam):
    """Lowest s, p, d levels of lam^2 v(lam r); density of filled s and p."""
    h = 0.002
    r = h * np.arange(1, 4001)
    x = lam * r
    v = lam**2 * (0.5 * x**2 + 0.1 * x**4)
    levels, radial_density = [], np.zeros_like(r)
    for ell, electrons in ((0, 2), (1, 6), (2, 0)):
        diagonal = 1 / h**2 + v + ell * (ell + 1) / (2 * r**2)
        off = np.full(len(r) - 1, -0.5 / h**2)
        e, u = eigh_tridiagonal(diagonal, off, select="i",
                                select_range=(0, 0))
        levels.append(e[0])
        radial_density += electrons * u[:, 0]**2 / h
    return r, np.array(levels), radial_density


lam_test = 1.7
r_grid, levels_1, density_1 = radial_levels(1.0)
_, levels_lam, density_lam = radial_levels(lam_test)
level_ratio = levels_lam / levels_1
assert np.allclose(level_ratio, lam_test**2, rtol=1e-4)
expected = lam_test * np.interp(lam_test * r_grid, r_grid, density_1, right=0)
density_error = np.max(np.abs(density_lam - expected)) / np.max(expected)
assert density_error < 1e-3      # second-order finite differences


# ---- Two-electron exponential density: real space against momentum space ----
DECAY = 3.0                      # spin density = DECAY^3/(8 pi) exp(-DECAY r)
nodes, node_weights = np.polynomial.legendre.leggauss(1200)
t = 0.5 * (nodes + 1)
R = 20 * t**3
W = 0.5 * node_weights * 60 * t**2


def exchange_real_space(lam, omega):
    """Double radial quadrature of the scaled density at fixed omega."""
    spin_density = lam**3 * DECAY**3 / (8 * np.pi) * np.exp(-DECAY * lam * R)
    shell = 4 * np.pi * R**2 * spin_density * W

    def primitive(s):
        return s * erfc(omega * s) - np.exp(-(omega * s)**2) / (omega * SQRT_PI)

    r1, r2 = R[:, None], R[None, :]
    kernel = (primitive(r1 + r2) - primitive(np.abs(r1 - r2))) / (2 * r1 * r2)
    return -shell @ kernel @ shell


def exchange_momentum_space(omega):
    """Fourier quadrature for the unscaled density."""
    def integrand(q):
        return -np.expm1(-q**2 / (4 * omega**2)) / (1 + (q / DECAY)**2)**4
    return -2 / np.pi * quad(integrand, 0, np.inf, epsabs=1e-12, limit=300)[0]


omega_test = 0.8
direct_exp = exchange_real_space(lam_test, omega_test)
formula_exp = lam_test * exchange_momentum_space(omega_test / lam_test)
assert abs(direct_exp / formula_exp - 1) < 1e-4   # kink of kernel at r1 = r2


def pair_gaussian(s):
    """Pair-distance distribution of one spin density times the Gaussian."""
    x = DECAY * s
    pair = DECAY**3 / (64 * np.pi) * (1 + x + x**2 / 3) * np.exp(-x)
    return 4 * np.pi * s**2 * pair * np.exp(-(omega_test * s)**2)


omega_slope = 2 / SQRT_PI * quad(pair_gaussian, 0, np.inf)[0]
slope_formula = exchange_momentum_space(omega_test) - omega_test * omega_slope
step = 0.02
slope_direct = (exchange_real_space(1 + step, omega_test)
                - exchange_real_space(1 - step, omega_test)) / (2 * step)
assert abs(slope_direct / slope_formula - 1) < 2e-3


# ---- Silane ----
BOND = 1.48 / BOHR
DIRECTIONS = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]])
DIRECTIONS = DIRECTIONS / np.sqrt(3)


def build_silane(bond, basis_name="def2-svp", exponent_factor=1.0):
    basis = {}
    for element in ("Si", "H"):
        basis[element] = [
            [shell[0]] + [[p[0] * exponent_factor] + list(p[1:])
                          for p in shell[1:]]
            for shell in gto.basis.load(basis_name, element)]
    atoms = [("Si", (0.0, 0.0, 0.0))]
    atoms += [("H", tuple(bond * d)) for d in DIRECTIONS]
    return gto.M(atom=atoms, basis=basis, unit="Bohr", verbose=0)


def scaled_silane(lam):
    """Basis functions lam^(3/2) chi(lam r): same coefficients, new integrals."""
    return build_silane(BOND / lam, exponent_factor=lam**2)


def run_pbe(mol, grid_level=3, guess=None):
    mf = dft.RKS(mol)
    mf.xc = "PBE"
    mf.grids.level = grid_level
    mf.conv_tol = 1e-10
    mf.kernel(dm0=guess)
    assert mf.converged
    return mf


def density_matrices(mf):
    """Closed-shell determinants: all electrons, core (5), valence (4)."""
    c = mf.mo_coeff
    parts = (c[:, :9], c[:, :5], c[:, 5:9])
    return [2 * part @ part.T for part in parts]


def exchange(mol, matrices, omega):
    """Exchange of each determinant; omega = 0 means the full Coulomb kernel."""
    integrals = mol.intor("int2e", aosym="s8")
    if omega > 0:
        with mol.with_range_coulomb(omega):
            integrals = integrals - mol.intor("int2e", aosym="s8")
    energies = []
    for dm in matrices:
        k = scf.hf.dot_eri_dm(integrals, dm, hermi=1)[1]
        energies.append(-0.25 * np.sum(k * dm))
    return np.array(energies)


OMEGA = 0.11
LAM = 1.01
silane = build_silane(BOND)
pbe = run_pbe(silane)
dms = density_matrices(pbe)
ALL, CORE, VAL = 0, 1, 2
base = exchange(silane, dms, OMEGA)
full = exchange(silane, dms, 0.0)

# The scaled basis must really carry the scaled density.
points = np.random.default_rng(1).normal(size=(40, 3))
ao_scaled = scaled_silane(2.0).eval_gto("GTOval_sph", points)
ao_plain = silane.eval_gto("GTOval_sph", 2.0 * points)
n_scaled = np.sum((ao_scaled @ dms[ALL]) * ao_scaled, axis=1)
n_plain = np.sum((ao_plain @ dms[ALL]) * ao_plain, axis=1)
assert np.allclose(n_scaled, 8 * n_plain, rtol=1e-8, atol=1e-12)

table = []
for lam in (0.5, LAM, 2.0):
    direct = exchange(scaled_silane(lam), dms, OMEGA)
    formula = lam * exchange(silane, dms, OMEGA / lam)
    assert np.allclose(direct, formula, rtol=0, atol=1e-7)
    unchanged = lam * base
    reversed_rule = lam * exchange(silane, dms, OMEGA * lam)
    assert abs(unchanged[VAL] - direct[VAL]) > 1e-4
    assert abs(reversed_rule[VAL] - direct[VAL]) > 1e-4
    table.append((lam, direct, formula, unchanged, reversed_rule))

# Slope at lam = 1 and local power of lam.
d = 0.01
slope_lam = (exchange(scaled_silane(1 + d), dms, OMEGA)
             - exchange(scaled_silane(1 - d), dms, OMEGA)) / (2 * d)
omega_derivative = (exchange(silane, dms, OMEGA * (1 + d))
                    - exchange(silane, dms, OMEGA * (1 - d))) / (2 * d * OMEGA)
assert np.allclose(slope_lam, base - OMEGA * omega_derivative, rtol=1e-4)
assert np.all(omega_derivative > 0)
power = slope_lam / base

# High-density limit: constant offset omega N / sqrt(pi).
lam_high = 50.0
offset = exchange(scaled_silane(lam_high), dms, OMEGA) - lam_high * full
offset_formula = OMEGA * np.array([18, 10, 8]) / SQRT_PI
assert np.allclose(offset, offset_formula, rtol=1e-3)

# Low-density limit: contact form, proportional to lam^3.
lam_low, omega_low = 0.01, 10.0
ao = silane.eval_gto("GTOval_sph", pbe.grids.coords)
n_grid = np.sum((ao @ dms[ALL]) * ao, axis=1)
density_square = np.sum(pbe.grids.weights * n_grid**2)
contact = -np.pi * lam_low**3 / (4 * omega_low**2) * density_square
low_direct = exchange(scaled_silane(lam_low), dms, omega_low)[ALL]
contact_ratio = low_direct / contact
assert abs(contact_ratio - 1) < 5e-3   # finite omega/lam and density grid

# Real shortening of the bonds, with the nuclei and their charges kept.
strain = 1 - 1 / LAM
short_mol = build_silane(BOND * (1 - strain))
long_mol = build_silane(BOND * (1 + strain))
short = run_pbe(short_mol, guess=pbe.make_rdm1())
long = run_pbe(long_mol, guess=pbe.make_rdm1())
exchange_short = exchange(short_mol, density_matrices(short), OMEGA)
exchange_long = exchange(long_mol, density_matrices(long), OMEGA)
real_change = exchange_short - base
uniform_change = table[1][1] - base
assert abs(real_change[CORE]) < 0.05 * abs(uniform_change[CORE])

# Harmonic breathing vibration: four hydrogens move, silicon stays.
curvature = (short.e_tot + long.e_tot - 2 * pbe.e_tot) / (BOND * strain)**2
assert curvature > 0
mass = 4 * (constants.m_p + constants.m_e) / constants.m_e
frequency = np.sqrt(curvature / mass)
thermal = constants.k * 300 / constants.e / EV
rms_bond = np.sqrt(1 / np.tanh(frequency / (2 * thermal))
                   / (2 * mass * frequency))
valence_slope = (exchange_long - exchange_short)[VAL] / (2 * BOND * strain)
vibration_spread = abs(valence_slope) * rms_bond

# Other orbitals and a larger basis.
hf = scf.RHF(silane)
hf.kernel(dm0=pbe.make_rdm1())
assert hf.converged
large_mol = build_silane(BOND, "def2-tzvp")
large = run_pbe(large_mol, grid_level=2)
variants = []
for label, mol, mf in (("HF orbitals, def2-SVP", silane, hf),
                       ("PBE orbitals, def2-TZVP", large_mol, large)):
    matrices = density_matrices(mf)
    energy = exchange(mol, matrices, OMEGA)[VAL]
    change = LAM * exchange(mol, matrices, OMEGA / LAM)[VAL] - energy
    variants.append((label, energy, change))

# ---- Printed numbers ----
print("TEST CASES (scaling factor 1.7 where not stated)")
print(f"level ratios s, p, d: {np.array2string(level_ratio, precision=5)}")
print(f"square of scaling factor: {lam_test**2:.5f}")
print(f"largest relative density error: {density_error:.1e}")
print(f"exponential density, direct: {direct_exp * EV:.4f} eV")
print(f"exponential density, formula: {formula_exp * EV:.4f} eV")
print(f"its slope at factor 1, direct: {slope_direct * EV:.3f} eV")
print(f"its slope at factor 1, formula: {slope_formula * EV:.3f} eV")
print("SILANE, PBE orbitals, def2-SVP")
print(f"bond length: {BOND * BOHR:.3f} angstrom")
print(f"omega: {OMEGA:.3f} 1/bohr = {OMEGA / BOHR:.5f} 1/angstrom")
print(f"full exchange, all electrons: {full[ALL] * EV:.4f} eV")
print(f"full exchange, valence: {full[VAL] * EV:.4f} eV")
print(f"short-range, all electrons: {base[ALL] * EV:.4f} eV")
print(f"short-range, valence: {base[VAL] * EV:.4f} eV = {base[VAL]:.6f} Ha")
for lam, direct, formula, unchanged, reversed_rule in table:
    print(f"scaling factor {lam:.2f}: omega/factor "
          f"{OMEGA / lam / BOHR:.5f} 1/angstrom")
    print(f"  all electrons, direct: {direct[ALL] * EV:.4f} eV")
    print(f"  valence, direct: {direct[VAL] * EV:.4f} eV")
    print(f"  valence, formula: {formula[VAL] * EV:.4f} eV")
    print(f"  valence, omega unchanged: {unchanged[VAL] * EV:.4f} eV")
    print(f"  valence, omega times factor: {reversed_rule[VAL] * EV:.4f} eV")
print(f"local power, all electrons: {power[ALL]:.4f}")
print(f"local power, valence: {power[VAL]:.4f}")
print(f"offset at factor 50, direct: {offset[ALL] * EV:.4f} eV")
print(f"offset omega N/sqrt(pi): {offset_formula[ALL] * EV:.4f} eV")
print(f"low-density direct/contact ratio: {contact_ratio:.5f}")
print("CHANGE FOR FACTOR 1.01: uniform scaling | real bond shortening")
for name, i in (("all electrons", ALL), ("core", CORE), ("valence", VAL)):
    print(f"{name}: {uniform_change[i] * EV:.4f} | "
          f"{real_change[i] * EV:.4f} eV")
print("OTHER NEGLECTED EFFECTS (valence short-range exchange)")
for label, energy, change in variants:
    print(f"{label}: {energy * EV:.4f} eV, change {change * EV:.4f} eV")
print(f"breathing quantum: {frequency * EV:.4f} eV")
print(f"rms bond vibration at 300 K: {rms_bond * BOHR:.4f} angstrom")
print(f"rms bond vibration / bond length: {100 * rms_bond / BOND:.2f} %")
print(f"resulting exchange spread: {vibration_spread * EV:.4f} eV")
print("no test failed")
```

Printed output:

```
TEST CASES (scaling factor 1.7 where not stated)
level ratios s, p, d: [2.89 2.89 2.89]
square of scaling factor: 2.89000
largest relative density error: 3.8e-06
exponential density, direct: -22.4163 eV
exponential density, formula: -22.4159 eV
its slope at factor 1, direct: -17.151 eV
its slope at factor 1, formula: -17.152 eV
SILANE, PBE orbitals, def2-SVP
bond length: 1.480 angstrom
omega: 0.110 1/bohr = 0.20787 1/angstrom
full exchange, all electrons: -590.7285 eV
full exchange, valence: -64.9147 eV
short-range, all electrons: -560.7143 eV
short-range, valence: -51.7655 eV = -1.902345 Ha
scaling factor 0.50: omega/factor 0.41574 1/angstrom
  all electrons, direct: -266.2912 eV
  valence, direct: -20.1821 eV
  valence, formula: -20.1821 eV
  valence, omega unchanged: -25.8827 eV
  valence, omega times factor: -29.1035 eV
scaling factor 1.01: omega/factor 0.20581 1/angstrom
  all electrons, direct: -566.6145 eV
  valence, direct: -52.4079 eV
  valence, formula: -52.4079 eV
  valence, omega unchanged: -52.2831 eV
  valence, omega times factor: -52.1572 eV
scaling factor 2.00: omega/factor 0.10393 1/angstrom
  all electrons, direct: -1151.1596 eV
  valence, direct: -116.4139 eV
  valence, formula: -116.4139 eV
  valence, omega unchanged: -103.5309 eV
  valence, omega times factor: -80.7286 eV
local power, all electrons: 1.0522
local power, valence: 1.2409
offset at factor 50, direct: 30.3976 eV
offset omega N/sqrt(pi): 30.3977 eV
low-density direct/contact ratio: 0.99991
CHANGE FOR FACTOR 1.01: uniform scaling | real bond shortening
all electrons: -5.9002 | -0.4064 eV
core: -5.1850 | 0.0245 eV
valence: -0.6425 | -0.3464 eV
OTHER NEGLECTED EFFECTS (valence short-range exchange)
HF orbitals, def2-SVP: -52.5305 eV, change -0.6506 eV
PBE orbitals, def2-TZVP: -51.7867 eV, change -0.6427 eV
breathing quantum: 0.2831 eV
rms bond vibration at 300 K: 0.0428 angstrom
rms bond vibration / bond length: 2.89 %
resulting exchange spread: 1.0079 eV
no test failed
```
